Defect relaxation energy from unrelaxed forces and final displacements

A large supercell with a defect has had one expensive calculation, at the unrelaxed atomic positions, which gave an energy and the forces. A cheaper model has supplied the relaxed displacements. Is a second expensive calculation needed to obtain the relaxation energy, or do the forces and displacements already contain it? The answer depends on whether the energy of the defective crystal is quadratic in the displacements. That is a stronger condition than a harmonic host, because the coupling between defect and host must be quadratic too.

**1. One overlong spring**

Take ten springs in a ring of fixed circumference. Nine have spring constant k = 300 eV/nm². The tenth, the defect, has k′ = 600 eV/nm² and a rest length too long by δ = 0.010 nm. Displacements are measured from the evenly spaced sites, where the nine host springs are unstrained.

Let the defect bond open by x. The other nine must together shorten by x. At equilibrium they carry equal tension, so each shortens by x/9, and their energy is

9 · ½k(x/9)² = ½(k/9)x² = ½k_h x², with k_h = k/9 = 33.33 eV/nm².

The total energy is therefore

E(x) = ½k′(δ − x)² + ½k_h x²
= ½k′δ² − k′δx + ½(k′ + k_h)x².

Setting dE/dx = 0 gives (k′ + k_h)x* = k′δ. Replacing one factor (k′ + k_h)x* in the quadratic term by k′δ,

E(x*) − E(0) = −k′δx* + ½k′δx* = −½k′δx*.

The unrelaxed forces on the two atoms that end the defect bond are +k′δ and −k′δ. Their dot product with the displacements is k′δ(u_right − u_left) = k′δx*, so the result is minus half of force times displacement. The half appears because the force falls linearly from k′δ to zero, and its average is half its initial value.

Numbers: k′δ = 6.0 eV/nm and x* = 6.0/633.33 = 0.009474 nm, so the formula gives −½ × 6.0 × 0.009474 = −0.02842 eV. Minimizing the sum of all ten spring energies by linear least squares lowers it from 0.030000 to 0.001579 eV, a change of −0.028421 eV.

Two limits fix the meaning. For a very soft host, k_h → 0, x* → δ and the whole misfit energy ½k′δ² is released. For a rigid host, k_h → ∞, x* → 0 and nothing is released.

**2. Any number of atoms**

The formation energy is the energy of the defective cell, minus that of the perfect cell, minus the chemical potentials of added atoms (plus those of removed ones), plus the terms for exchanged charge. With composition, charge state, electron reservoir and cell held fixed, only the first term depends on the displacements. Hence

E_form(relaxed) = E_form(unrelaxed) + E_rel.

If an electrostatic supercell correction is recomputed for the relaxed geometry, its change has to be added separately.

Collect all displacements in a vector u, with u = 0 at the unrelaxed positions. Assume

E(u) = E(0) − F·u + ½u·K·u.

Here F = −∇E(0) holds the unrelaxed forces, and K is the symmetric matrix of second derivatives of the defective crystal. The force at u is

F(u) = −∇E(u) = F − Ku.

A uniform translation t leaves the energy unchanged: E(u + t) = E(u) for every u. Comparing the terms linear in t gives −F·t + u·K·t = 0 for every u. The choice u = 0 gives F·t = 0, and then Kt = 0. Assume that all other displacements cost energy, so that K is positive apart from translations. A symmetric matrix can produce any vector orthogonal to its null space, and F is such a vector. The equilibrium equation

Ku* = F

therefore has a solution, unique up to a translation that does not alter F·u*. Taking the dot product with u* gives u*·K·u* = F·u*, and

E_rel = −F·u* + ½u*·K·u* = −F·u* + ½F·u* = −½F·u*.

Written as −½u*·K·u*, it is negative or zero.

Nothing here required u = 0 to be the ideal lattice. It may be the relaxed geometry of another charge state. Then F must be evaluated in the new charge state at the old geometry, and −E_rel is the energy released after the vertical change of charge.

**3. A relaxation that stopped early**

For any u, the force expression gives Ku = F − F(u). Insert this in the energy:

E(u) − E(0) = −F·u + ½u·[F − F(u)] = −½[F + F(u)]·u.

The residual forces enter with the same weight as the initial ones. At u = λu*, linearity gives F(λu*) = (1 − λ)F, so

E(λu*) − E(0) = −½(2 − λ)λF·u* = (2λ − λ²)E_rel.

The bare product −½F·λu* gives λE_rel instead. At λ = 0.9 the true energy change is already 99% of the full one, while the bare product gives 90%.

More generally, let u = u* + e. Since the force vanishes at u*, the energy there differs from the minimum by ½e·K·e, second order in e. The bare product is wrong by −½F·e, first order. This bears on the opening decision: if displacements from a cheap model are uncertain, one expensive energy at those displacements is, for small e, the safer use of them. The half-force formula needs no new calculation, but any error of the displacements along F enters it to first order. "Small" must hold for the whole cell, however: ½e·K·e collects errors on every atom, while F·e sees only the atoms that carry an initial force. In the 256-site lattice of section 4, displacements taken from a host 20% too soft or too stiff cost the energy 0.002 to 0.003 eV and the bare product 0.015 to 0.019 eV; but independent random errors of 10⁻⁴ nm on every coordinate cost the energy about 0.005 eV and the bare product only about 0.001 eV.

**4. An fcc spring lattice**

Now place a substitutional impurity in an fcc supercell of 256 sites with lattice constant 0.390 nm. Only nearest neighbours, at distance d = 0.2758 nm, are joined by springs. Linearize each bond's stretch by projecting relative displacements on the ideal bond direction n:

E = ½ Σ_bonds k_b[n·(u_j − u_i) − δ_b]².

This energy is quadratic by construction. Host bonds have k_b = 300 eV/nm² and δ_b = 0. The twelve impurity bonds have k′ = 600 eV/nm² and δ = 0.010 nm.

Before relaxation the energy is 12 × ½ × 600 × 0.010² = 0.36 eV. Each neighbour feels an outward force of 600 × 0.010 = 6.0 eV/nm, and the twelve reactions on the impurity cancel. The atoms were then moved along the forces, with damped momentum, until the forces vanished. Each neighbour ended 0.003837 nm further out. Summing the bond energies at the two geometries gives

E_rel = 0.221871 − 0.360000 = −0.138129 eV,

and the force formula gives

E_rel = −½ × 12 × 6.0 × 0.003837 = −0.1381 eV.

Atoms beyond the first shell also move and store strain energy, but their unrelaxed forces are zero, so they do not appear in the product. Their influence is contained in how far the first shell moves.

The released fraction of the misfit energy can be read off. Dividing ½ × 12k′δu₁ by ½ × 12k′δ² leaves u₁/δ = 0.38, where u₁ is the neighbour displacement. The limits of the ring return: 0 for a rigid host and 1 when the bonds reach their rest length.

Cubic symmetry might hide an error, so consider a defect without it. Draw the twelve impurity spring constants at random between 300 and 900 eV/nm², and the excess lengths between −0.010 and 0.020 nm. The values depend on the draw; in one draw the impurity moves too, by 0.0140 nm. The bond sums and the force formula both give −0.320473 eV.

**5. Which forces belong in the product?**

Split the energy into that of the perfect host and a remainder:

E(u) = ½u·K_h·u + W(u).

The host exerts no force at u = 0, so F = −∇W(0). At equilibrium

K_h u* = −∇W(u*) = F_K.

These are the Kanzaki forces, the external forces that would hold the perfect host at the displacements u*. They are evaluated at the relaxed geometry. The host strain energy is

½u*·K_h·u* = +½F_K·u*,

which differs from −E_rel in general.

In the fcc example the impurity stays at rest, so each of its bonds stretches by u₁. One bond contributes ½k′(u₁ − δ)² − ½ku₁² to W. Minus its derivative is

k′(δ − u₁) + ku₁ = 6.0 − 300 × 0.003837 = 4.849 eV/nm.

The host strain energy is then ½ × 12 × 4.849 × 0.003837 = 0.11163 eV. The coupling energy W changes by −0.24976 eV, and the sum is −0.13813 eV, as before. Putting the Kanzaki forces into the half-force formula would give −0.1116 eV, too small in magnitude by 19% of the correct value.

The limit k′ = k removes the difference. The quadratic parts of W cancel, W is linear, and its gradient is the same at both geometries, so F_K = F. The coupling then supplies −F·u*, of which the host stores half.

**6. When the energy is not quadratic**

Follow the straight path λu* from λ = 0 to 1 and define f(λ) = F(λu*)·u*. The chain rule gives dE/dλ = −f, hence

E_rel = −∫₀¹ f dλ.

To compare the integral with its end values, integrate by parts twice. The factor λ(1 − λ) vanishes at both ends, so

∫₀¹ λ(1 − λ)f″ dλ = −∫₀¹ (1 − 2λ)f′ dλ
= f(0) + f(1) − 2∫₀¹ f dλ.

At the relaxed geometry f(1) = 0. Solving for the integral of f,

E_rel = −½f(0) + ½∫₀¹ λ(1 − λ)f″ dλ.

The first term is −½F·u*. The second is the error of the harmonic formula. If f″ is constant it equals f″/12, because ∫₀¹ λ(1 − λ)dλ = 1/6. A positive f″ means that the force drops steeply at first and then levels off, so the formula overestimates the energy released.

One more force calculation, at half the displacement, gives Simpson's rule:

E_rel ≈ −[f(0) + 4f(½)]/6.

For f = 1, λ, λ² and λ³, the full Simpson expression [f(0) + 4f(½) + f(1)]/6 gives 1, 1/2, 1/3 and 1/4, the correct integrals. The estimate is thus exact when the energy along the path is a polynomial of up to fourth degree.

A symmetric double well shows the harmonic formula failing completely. Let E(u) = −½au² + ¼bu⁴ with a, b > 0. At u = 0 the force is zero, so the formula predicts no relaxation energy. The minima lie at u*² = a/b, where E_rel = −a²/(4b). Along the path f(λ) = (a²/b)(λ − λ³), so f(½) = 3a²/(8b), and Simpson's rule returns −a²/(4b). A defect held at a symmetric but unstable site is of this kind: zero force does not prove that there is nothing to gain.

Return to the fcc impurity in the same fixed cell and replace the linearized stretch by the true change of bond length. Relaxation now gives −0.13833 eV and the half-force formula −0.13843 eV. Geometry alone costs the formula 0.0001 eV.

Next make the bonds anharmonic as well. Give each the Morse energy D[1 − exp(−α(s − δ_b))]², where s is the change of length from d, α = 15 nm⁻¹ and D = k_b/(2α²). The curvature at the rest length is still k_b. The compressed impurity bonds push harder, with 7.521 eV/nm, and the neighbours move 0.004270 nm. The formula gives

−½ × 12 × 7.521 × 0.004270 = −0.1927 eV,

against −0.1882 eV from the bond sums. The remainder integral, evaluated by Gauss quadrature with f″ from finite differences, is +0.0044 eV and accounts for the gap. The formula overestimates the release by 2.4% of the true value. Simpson's rule gives −0.1882 eV.

Two errors should be kept apart here. Using the half-force formula with the Morse crystal's own forces and displacements costs 0.004 eV. Replacing the Morse crystal by the linear one costs 0.050 eV, because both the force and the displacement change.

**7. Cell strain, cell size and temperature**

If the cell may strain uniformly by ε, treat ε as one more coordinate and let u denote displacements beyond the uniform strain. Its generalized force is G = −∂E/∂ε at u = 0, ε = 0. For an energy quadratic in u and ε together, the algebra of section 2 applies unchanged:

E_rel = −½(F·u* + Gε*).

In the linear lattice a strain ε stretches each bond by εd. At the unrelaxed point only the impurity bonds are under load, so G = 12 × 6.0 × 0.2758 = 19.86 eV. Eliminating u from a quadratic energy leaves a parabola in ε. Relaxed energies at ε = 0 and ±0.001 locate its minimum at ε* = 4.55 × 10⁻⁴. The relaxation energy becomes −0.1418 eV, both from the bond sums and from the extended formula. The strain term contributes −½ × 19.86 × 4.55 × 10⁻⁴ = −0.0045 eV, which would be lost if the atomic forces alone were used. The atomic term changes at the same time, from −0.1381 to −0.1373 eV, so freeing the cell lowers the energy by 0.0037 eV in all.

With the cell fixed and the bonds unchanged, 108, 256, 864 and 2048 sites give −0.1356, −0.1381, −0.1394 and −0.1396 eV. The formula holds in each cell separately; it does not remove the dependence on cell size.

In a quadratic crystal K is the same before and after relaxation, so the vibrational free energy does not change. With Morse bonds it does. Treating the unrelaxed state as vibration about constrained mean positions, the classical change is

ΔF_vib = ½k_BT[ln det K(u*) − ln det K(0)],

with translations left out. At T = 300 K this is −0.0011 eV. With mass 106.4 u on every site, the highest phonon quantum of the linear host is 1.2 k_BT, and the stiff impurity bonds add a local mode at 1.4 k_BT, so quantum effects are not negligible. With the same Morse force constants and this mass, the quantum harmonic free energy, zero-point energy included, changes by −0.0021 eV, nearly twice the classical value but still small beside E_rel.

**8. Beside a real metal**

The host parameters lie roughly in the regime of palladium, an fcc metal with a lattice constant near 0.39 nm and a bulk modulus of somewhat under 200 GPa. The model's bulk modulus is 164 GPa. Its central nearest-neighbour springs force the elastic constants C₁₂ and C₄₄ to be equal, whereas in palladium C₁₂ is roughly twice C₄₄ or more; the effect of this on E_rel has not been sized. The impurity is generic, with a bond misfit of 3.6%. Of the neglected effects that were sized, bond anharmonicity is the largest: it moves the relaxation energy from −0.14 to −0.19 eV. These energies illustrate the theorem and do not predict the solution energy of a particular element.

For the opening decision, the second calculation can be spared when the displacements are reliable, the site is stable and the anharmonic error is expected to be acceptable; the size found in section 6 belongs to that example. In the same lattice the error runs from 0.8% to 4.2% as α goes from 5 to 25 nm⁻¹, and large bond changes can cost far more: for H₂ ionized to H₂⁺, whose bond lengthens from 0.074 to 0.106 nm, the formula gives about −1.18 eV against a true −0.89 eV, which Simpson's rule recovers. If a second calculation is affordable, it can be made at the supplied displacements u. Its energy gives the energy change directly, without assuming a quadratic crystal, and its forces F(u) test that assumption: in a quadratic crystal the change equals −½[F + F(u)]·u, even if u is not exactly the equilibrium. A mismatch beyond numerical error rules out a quadratic energy; agreement alone does not prove one, because anharmonic contributions can cancel along the path.
